**Jellium plasmon dispersion in RPA and adiabatic LDA**

The program tests ω² = ω_p² + Aq² + Bq⁴ + …, with A = (3/5)v_F² + n f_xc and B = 1/4 + 12v_F⁴/(175ω_p²), in Hartree atomic units. Here n is the density, v_F the Fermi velocity, ω_p the plasma frequency, q the wavevector and f_xc the second density derivative of the LDA exchange-correlation energy density. It asserts that plasmon roots, found from a numerically integrated response function, reproduce A and B within stated tolerances, and that the remainder of the high-frequency series scales as q⁶. It also asserts that diagonalizing the coupled electron-hole pair equations at q = 0.2 bohr⁻¹ gives the same plasmon, with the next mode below the continuum edge. Further assertions compare f_xc with the energy of a density wave, the static stiffness with v_F²/3, and a low-density ALDA root with ω_p. At r_s = 4 bohr, a round model value for sodium, the output gives ω_p = 5.891 eV and A = 0.138 in RPA and 0.081 in ALDA, a reduction of 41%. The ALDA coefficient vanishes at r_s = 8.95 bohr.

## Numerical check

```python
"""Plasmon dispersion of jellium in RPA and adiabatic LDA (ALDA).

Result under test, in Hartree atomic units:
    omega(q)^2 = omega_p^2 + A q^2 + B q^4 + ...
    A = (3/5) vF^2 + n fxc,   B = 1/4 + 12 vF^4 / (175 omega_p^2)
n: density; kF = vF: Fermi wavevector and velocity; omega_p^2 = 4 pi n;
fxc: second density derivative of the LDA energy density (zero in RPA);
chi0: density response of independent electrons; q: wavevector.
The density parameter rs = 4 bohr is a round model value for sodium.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.optimize import brentq
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
NODES, WEIGHTS = np.polynomial.legendre.leggauss(240)
EXCHANGE = "LDA_X,"
CORRELATION = ",LDA_C_PW"


def interval(lower, upper):
    half = 0.5 * (upper - lower)
    return lower + half * (NODES + 1.0), half * WEIGHTS


def gas(rs):
    density = 3.0 / (4.0 * np.pi * rs**3)
    fermi = (3.0 * np.pi**2 * density) ** (1.0 / 3.0)
    return density, fermi, np.sqrt(4.0 * np.pi * density)


def kernel(code, density):
    result = libxc.eval_xc(code, np.array([density]), spin=0, deriv=2)
    return float(np.ravel(result[2][0])[0])


def energy_density(code, density):
    result = libxc.eval_xc(code, density, spin=0, deriv=1)
    return density * np.ravel(result[0])


def chi0(q, omega, fermi):
    """Definition of chi0; the integral across q is the area of a disc."""
    k1, w1 = interval(-fermi, fermi)
    k2, w2 = interval(-fermi - q, fermi - q)
    first = w1 * np.pi * (fermi**2 - k1**2) / (omega - q * k1 - q * q / 2)
    second = (w2 * np.pi * (fermi**2 - (k2 + q)**2)
              / (omega - q * k2 - q * q / 2))
    return 2.0 / (2.0 * np.pi)**3 * (first.sum() - second.sum())


def coupling(q, fxc):
    return 4.0 * np.pi / q**2 + fxc


def plasmon(q, fermi, omega_p, fxc):
    edge = q * fermi + q * q / 2
    return brentq(lambda w: 1.0 - coupling(q, fxc) * chi0(q, w, fermi),
                  edge * (1.0 + 1e-9), 5.0 * omega_p + q * q,
                  xtol=1e-15, rtol=1e-14)


def pairs(q, fermi):
    """Energies and weights of pairs: k occupied, k+q empty (q < kF)."""
    ka, wa = interval(-q / 2, fermi - q)
    kb, wb = interval(fermi - q, fermi)
    k = np.concatenate([ka, kb])
    w = np.concatenate([wa, wb])
    area = np.pi * (np.maximum(fermi**2 - k**2, 0.0)
                    - np.maximum(fermi**2 - (k + q)**2, 0.0))
    return q * k + q * q / 2, 2.0 / (2.0 * np.pi)**3 * w * area


def continuum_entry(fermi, fxc):
    def mismatch(q):
        edge = q * fermi + q * q / 2
        return 1.0 - coupling(q, fxc) * chi0(q, edge, fermi)
    return brentq(mismatch, 0.05, 0.8)


rs = 4.0
n, kF, wp = gas(rs)
fx = kernel(EXCHANGE, n)
fc = kernel(CORRELATION, n)
fxc = fx + fc
kinetic = 0.6 * kF**2
A = {"RPA": kinetic, "ALDA": kinetic + n * fxc}
f = {"RPA": 0.0, "ALDA": fxc}
B = 0.25 + 12.0 * kF**4 / (175.0 * wp**2)

# Kernel: second-order energy of a density wave, averaged over one period
phase = 2.0 * np.pi * np.arange(64) / 64
delta = 0.01 * n
wave = n + delta * np.cos(phase)
flat = np.full(64, n)
energy_change = sum(np.mean(energy_density(c, wave) - energy_density(c, flat))
                    for c in (EXCHANGE, CORRELATION))
fxc_wave = 4.0 * energy_change / delta**2
assert abs(fxc_wave / fxc - 1.0) < 1e-4
assert abs(n * fx + kF / (3.0 * np.pi)) < 1e-8
assert fxc < 0.0

# High-frequency series: the remainder must scale as the sixth power of q
remainders = []
for q in (0.05, 0.025):
    series = (1.0 + kinetic * q**2 / wp**2 + q**4 / (4.0 * wp**2)
              + 3.0 / 7.0 * kF**4 * q**4 / wp**4)
    remainders.append(chi0(q, wp, kF) * wp**2 / (n * q**2) - series)
remainder_ratio = remainders[0] / remainders[1]
assert 60.0 < remainder_ratio < 70.0

# Coefficients from numerical plasmon roots, without using the expansion
A_num, B_num = {}, {}
for name in f:
    q = 0.015
    s1 = (plasmon(q, kF, wp, f[name])**2 - wp**2) / q**2
    s2 = (plasmon(2 * q, kF, wp, f[name])**2 - wp**2) / (2 * q)**2
    A_num[name] = (4.0 * s1 - s2) / 3.0
    B_num[name] = (s2 - s1) / (3.0 * q**2)
    assert abs(A_num[name] - A[name]) < 1e-5
    assert abs(B_num[name] - B) < 1e-2

# Coupled electron-hole pairs: one mode above the continuum
q_diag = 0.2
energy, weight = pairs(q_diag, kF)
vector = np.sqrt(energy * weight)
mode = {}
for name in f:
    matrix = (np.diag(energy**2)
              + 2.0 * coupling(q_diag, f[name]) * np.outer(vector, vector))
    squares = np.linalg.eigvalsh(matrix)
    mode[name] = np.sqrt(squares[-1])
    assert abs(mode[name] - plasmon(q_diag, kF, wp, f[name])) < 1e-9
    assert squares[-2] < (q_diag * kF + q_diag**2 / 2)**2

# Static limit gives a different stiffness from the high-frequency limit
energy, weight = pairs(0.01, kF)
static_stiffness = n / np.sum(2.0 * weight / energy)
assert abs(static_stiffness / (kF**2 / 3.0) - 1.0) < 1e-3


def alda_coefficient(radius):
    density, fermi, _ = gas(radius)
    total = kernel(EXCHANGE, density) + kernel(CORRELATION, density)
    return 0.6 * fermi**2 + density * total


# Density at which the ALDA dispersion turns over, checked with a full root
rs_zero = brentq(alda_coefficient, 4.0, 20.0)
rs_low = 12.0
n_low, kF_low, wp_low = gas(rs_low)
f_low = kernel(EXCHANGE, n_low) + kernel(CORRELATION, n_low)
root_low = plasmon(0.02, kF_low, wp_low, f_low)
assert rs_zero < rs_low and root_low < wp_low

entry = {name: continuum_entry(kF, f[name]) for name in f}

print(f"rs = {rs:.2f} bohr")
print(f"density n = {n:.6f} bohr^-3")
print(f"kF = vF = {kF:.5f} a.u.")
print(f"omega_p = {wp:.5f} hartree = {wp * HARTREE_EV:.3f} eV")
print(f"fx = {fx:.4f} hartree bohr^3")
print(f"fc (PW92) = {fc:.4f} hartree bohr^3")
print(f"fxc = {fxc:.4f} hartree bohr^3")
print(f"fxc from density wave = {fxc_wave:.4f} hartree bohr^3")
print(f"(3/5) vF^2 = {kinetic:.5f} a.u.")
print(f"n fx = {n * fx:.5f} a.u.")
print(f"n fc = {n * fc:.5f} a.u.")
print(f"n fxc = {n * fxc:.5f} a.u.")
print(f"reduction of q^2 coefficient = {-100 * n * fxc / kinetic:.1f} %")
for name in f:
    print(f"{name}: A formula = {A[name]:.5f} a.u.")
    print(f"{name}: A from roots = {A_num[name]:.5f} a.u.")
    print(f"{name}: B from roots = {B_num[name]:.4f} a.u.")
    print(f"{name}: alpha = A/(2 omega_p) = {A[name] / (2 * wp):.4f} a.u.")
    print(f"{name}: continuum entry q = {entry[name]:.4f} bohr^-1")
print(f"B formula = {B:.4f} a.u.")
print(f"series remainder ratio on halving q = {remainder_ratio:.2f}")
print(f"static stiffness n/|chi0| = {static_stiffness:.5f} a.u.")
print(f"vF^2/3 = {kF**2 / 3:.5f} a.u.")
for q in (0.1, 0.2, 0.3):
    for name in f:
        full = plasmon(q, kF, wp, f[name]) * HARTREE_EV
        quadratic = np.sqrt(wp**2 + A[name] * q**2) * HARTREE_EV
        print(f"q = {q:.1f} bohr^-1, {name}: full {full:.3f} eV, "
              f"quadratic {quadratic:.3f} eV")
for name in f:
    print(f"pair diagonalization, q = {q_diag:.1f} bohr^-1, {name}: "
          f"{mode[name] * HARTREE_EV:.3f} eV")
print(f"ALDA A vanishes at rs = {rs_zero:.2f} bohr")
print(f"rs = {rs_low:.1f} bohr: omega_p = {wp_low * HARTREE_EV:.4f} eV")
print(f"rs = {rs_low:.1f} bohr, q = 0.02 bohr^-1, ALDA: "
      f"{root_low * HARTREE_EV:.4f} eV")
print("tests ok")
```

Running it gives:

```
rs = 4.00 bohr
density n = 0.003730 bohr^-3
kF = vF = 0.47979 a.u.
omega_p = 0.21651 hartree = 5.891 eV
fx = -13.6473 hartree bohr^3
fc (PW92) = -1.6630 hartree bohr^3
fxc = -15.3103 hartree bohr^3
fxc from density wave = -15.3104 hartree bohr^3
(3/5) vF^2 = 0.13812 a.u.
n fx = -0.05091 a.u.
n fc = -0.00620 a.u.
n fxc = -0.05711 a.u.
reduction of q^2 coefficient = 41.3 %
RPA: A formula = 0.13812 a.u.
RPA: A from roots = 0.13812 a.u.
RPA: B from roots = 0.3286 a.u.
RPA: alpha = A/(2 omega_p) = 0.3190 a.u.
RPA: continuum entry q = 0.4536 bohr^-1
ALDA: A formula = 0.08101 a.u.
ALDA: A from roots = 0.08101 a.u.
ALDA: B from roots = 0.3287 a.u.
ALDA: alpha = A/(2 omega_p) = 0.1871 a.u.
ALDA: continuum entry q = 0.4154 bohr^-1
B formula = 0.3275 a.u.
series remainder ratio on halving q = 64.76
static stiffness n/|chi0| = 0.07674 a.u.
vF^2/3 = 0.07673 a.u.
q = 0.1 bohr^-1, RPA: full 5.980 eV, quadratic 5.978 eV
q = 0.1 bohr^-1, ALDA: full 5.944 eV, quadratic 5.942 eV
q = 0.2 bohr^-1, RPA: full 6.264 eV, quadratic 6.229 eV
q = 0.2 bohr^-1, ALDA: full 6.128 eV, quadratic 6.092 eV
q = 0.3 bohr^-1, RPA: full 6.818 eV, quadratic 6.627 eV
q = 0.3 bohr^-1, ALDA: full 6.544 eV, quadratic 6.333 eV
pair diagonalization, q = 0.2 bohr^-1, RPA: 6.264 eV
pair diagonalization, q = 0.2 bohr^-1, ALDA: 6.128 eV
ALDA A vanishes at rs = 8.95 bohr
rs = 12.0 bohr: omega_p = 1.1338 eV
rs = 12.0 bohr, q = 0.02 bohr^-1, ALDA: 1.1331 eV
tests ok
```
